\section*{Model-Solid Valence-Band Offset of Strained Ge on Si(001)}

\section{Problem}

A thin Ge film grows coherently on a thick Si(001) substrate. The substrate is unstrained, and the film takes its in-plane lattice constant. Use Van de Walle's model-solid parameters below to find the valence-band offset
\[
\Delta E_v=E_v(\mathrm{Ge})-E_v(\mathrm{Si}),
\]
where $E_v$ is the highest valence energy at the zone centre. A positive offset means that the Ge edge is higher, so that holes have lower energy in Ge. Separate the average-lineup, hydrostatic, uniaxial and spin-orbit contributions, and decide whether the separation depends on the order in which the interactions are switched on.

\begin{center}
\begin{tabular}{lcc}
 & Si & Ge\\
$a$ (nm) & 0.543 & 0.565\\
$E_{\mathrm{av}}$ (eV) & $-7.03$ & $-6.35$\\
$\Delta$ (eV) & 0.04 & 0.30\\
$a_v,\ b$ (eV) & -- & $1.24,\ -2.55$\\
$C_{11},\ C_{12}$ (GPa) & -- & $131.5,\ 49.4$
\end{tabular}
\end{center}

Here $a$ is the unstrained lattice constant and $\Delta$ the spin-orbit splitting. $E_{\mathrm{av}}$ is the mean energy of the three upper valence bands at the zone centre, on the common model-solid scale. The deformation potentials $a_v$ and $b$ describe volume change and tetragonal distortion. Tensile strain is positive, and $z$ is the growth direction.

Assume linear elasticity, linear deformation potentials, strain-independent spin-orbit coupling and an abrupt interface. The parameters are inputs; they are not derived here.

\section{Hints}

\begin{enumerate}
\item Why can two bulk energies be subtracted at all? Find the mean potential of a solid built from neutral spherical atoms.
\item The film surface is free, so the normal stress vanishes. This fixes the normal strain.
\item Treat the valence states as $p$ orbitals. The traceless part of the strain separates $p_z$ from $p_x$ and $p_y$ without moving their mean.
\item Add spin. The component $J_z$ is conserved, and only one orbital-spin product has $J_z=3/2$.
\item Compare the spin-orbit shift of a level with and without strain already present.
\end{enumerate}

\section{Solution}

\subsection{The common energy scale}

Let $k=e^2/(4\pi\varepsilon_0)$, and let $\rho$ be the net positive number density of one neutral spherical atom, ions minus electrons. The potential energy $U$ of an electron satisfies $\nabla^2U=4\pi k\rho$. Since $\nabla^2r^2=6$, two integrations by parts give
\begin{align}
\int U\,d^3r
&=\frac16\int U\,\nabla^2r^2\,d^3r
=\frac16\int r^2\,\nabla^2U\,d^3r\nonumber\\
&=\frac{2\pi k}{3}\int r^2\rho\,d^3r
=-\frac{2\pi k}{3}Z\left(\langle r^2\rangle_{\rm el}-\langle r^2\rangle_{\rm ion}\right).
\end{align}
The surface terms vanish because the potential outside a neutral spherical charge distribution decays with its charge density. $Z$ is the number of electrons in the atom.

With $n$ atoms per volume, the mean potential energy deep inside the solid is $n$ times this integral, measured from vacuum. It contains no surface orientation. At a junction of two such solids the atomic potentials are short-ranged, so each side keeps its own bulk mean.

A toy junction illustrates this. Take $Z=4$, Gaussian ions of width 0.020 nm, and Gaussian electron clouds of widths 0.060 nm on the Si side and 0.065 nm on the Ge side. The width $s$ is the standard deviation along each axis, so $\langle r^2\rangle=3s^2$. With the atomic volumes of Si and of (001)-strained Ge held fixed, integrating Poisson's equation through the junction gives a potential step of $-0.672$ eV for both (001) and (110) planes, as does the bulk formula. Orientation still enters through the strain: a coherent (110) film has a smaller normal strain and a smaller volume, and its toy step is about $-0.75$ eV. This step concerns the toy potential and is not the tabulated $E_{\mathrm{av}}$ difference.

In the model-solid method, the valence energy relative to the mean potential is added to this reference. The result is $E_{\mathrm{av}}$, and the average-lineup contribution is
\begin{equation}
E_{\mathrm{av}}(\mathrm{Ge})-E_{\mathrm{av}}(\mathrm{Si})
=-6.35-(-7.03)=0.6800\ \mathrm{eV}.
\end{equation}
Charge rearrangement beyond the superposed atoms could add a dipole step, which this model leaves out.

\subsection{Strain and the hydrostatic contribution}

Coherence fixes the in-plane strain,
\begin{equation}
\varepsilon_\parallel=\frac{0.543}{0.565}-1=-0.03894.
\end{equation}
Zero normal stress requires $C_{11}\varepsilon_\perp+2C_{12}\varepsilon_\parallel=0$, so
\begin{equation}
\varepsilon_\perp=-\frac{2C_{12}}{C_{11}}\varepsilon_\parallel
=-\frac{2(49.4)}{131.5}(-0.03894)=0.02926.
\end{equation}
The film is compressed in the plane and extended along its normal.

The definition $a_v=dE_{\mathrm{av}}/d\ln\Omega$, with $\Omega$ the volume, requires
\[
\ln\frac{\Omega}{\Omega_0}
=2\ln(1+\varepsilon_\parallel)+\ln(1+\varepsilon_\perp)
\simeq2\varepsilon_\parallel+\varepsilon_\perp=-0.04862.
\]
To first order, the hydrostatic contribution is therefore
\begin{equation}
a_v(2\varepsilon_\parallel+\varepsilon_\perp)
=1.24(-0.04862)=-0.0603\ \mathrm{eV}.
\end{equation}
The volume decreases and $a_v$ is positive, so the mean valence energy falls. Using the full logarithm instead changes the shift by $-2.5$ meV.

\subsection{The uniaxial contribution}

With dimensionless angular momentum, the traceless strain Hamiltonian for $p$ orbitals is
\begin{equation}
H_\varepsilon=-3b\sum_{i=x,y,z}\left(L_i^2-\frac{L^2}{3}\right)\varepsilon_{ii},
\qquad L^2=2.
\end{equation}
For $p_z$, $L_z^2=0$ and $L_x^2=L_y^2=1$. Its energy is
\begin{align}
E(p_z)&=-3b\left[\frac13(2\varepsilon_\parallel)-\frac23\varepsilon_\perp\right]\nonumber\\
&=2b(\varepsilon_\perp-\varepsilon_\parallel)\equiv\delta.
\end{align}
For $p_x$, $L_x^2=0$ and the other two squares equal one, so
\begin{align}
E(p_x)&=-3b\left[-\frac23\varepsilon_\parallel+\frac13\varepsilon_\parallel+\frac13\varepsilon_\perp\right]\nonumber\\
&=-b(\varepsilon_\perp-\varepsilon_\parallel)=-\frac{\delta}{2}.
\end{align}
By symmetry $p_y$ has the same energy. The three shifts sum to zero, so the mean does not move. Numerically,
\[
\delta=2(-2.55)(0.06819)=-0.3478\ \mathrm{eV},
\]
and the upper pair, $p_x$ and $p_y$, rises by $-\delta/2=0.1739$ eV.

\subsection{Spin-orbit coupling and the top state}

Add $H_{\rm so}=(2\Delta/3)\,\mathbf L\cdot\mathbf S$. Without strain,
\[
\mathbf L\cdot\mathbf S=\frac12\left[J(J+1)-2-\frac34\right],
\]
which is $1/2$ for $J=3/2$ and $-1$ for $J=1/2$. The levels lie at $\Delta/3$ and $-2\Delta/3$. With degeneracies four and two, their mean is zero, consistent with the definition of $E_{\mathrm{av}}$.

With strain, $J_z$ is still conserved because the two in-plane strains are equal. The single state with $J_z=3/2$ has $L_z=1$ and spin up. It contains only $p_x$ and $p_y$, and its expectation value of $\mathbf L\cdot\mathbf S$ is $1/2$. Hence the heavy-hole energy, measured from the strained mean, is
\begin{equation}
E_{\rm hh}=\frac{\Delta}{3}-\frac{\delta}{2}.
\label{eq:hh}
\end{equation}
The state with $J_z=-3/2$ has the same energy.

For $J_z=1/2$, use the basis $|L_z=1,\downarrow\rangle$, $|L_z=0,\uparrow\rangle$. The diagonal elements of $\mathbf L\cdot\mathbf S$ are $-1/2$ and $0$. The off-diagonal element comes from $\tfrac12L_+S_-$ and its conjugate, and equals $\sqrt2/2$. Therefore
\begin{equation}
H=\begin{pmatrix}
-\delta/2-\Delta/3 & \sqrt2\,\Delta/3\\
\sqrt2\,\Delta/3 & \delta
\end{pmatrix}.
\end{equation}
Half the trace is $\delta/4-\Delta/6$, and half the diagonal difference is $3\delta/4+\Delta/6$. The eigenvalues are
\begin{align}
E_\pm&=\frac{\delta}{4}-\frac{\Delta}{6}
\pm\sqrt{\left(\frac{3\delta}{4}+\frac{\Delta}{6}\right)^2+\frac{2\Delta^2}{9}}\nonumber\\
&=\frac{\delta}{4}-\frac{\Delta}{6}
\pm\frac12\sqrt{\Delta^2+\Delta\delta+\frac94\delta^2}.
\label{eq:lh}
\end{align}
The upper sign is called the light hole and the lower sign the split-off state.

To identify the top state, form
\[
2(E_{\rm hh}-E_+)=\left(\Delta-\frac{3\delta}{2}\right)
-\sqrt{\Delta^2+\Delta\delta+\frac94\delta^2}.
\]
For $\delta<0$ the bracket is positive, and its square exceeds the radicand by $-4\Delta\delta>0$. The heavy hole is therefore on top. For Ge,
\begin{align*}
E_{\rm hh}&=0.1000+0.1739=0.2739\ \mathrm{eV},\\
E_+&=-0.08695-0.05000+0.25388=0.1169\ \mathrm{eV}.
\end{align*}

\subsection{The offset and its separation}

Unstrained Si has its edge $\Delta_{\rm Si}/3$ above its mean. Subtracting it leaves the spin-orbit contribution
\[
\frac{\Delta_{\rm Ge}-\Delta_{\rm Si}}{3}
=\frac{0.30-0.04}{3}=0.0867\ \mathrm{eV}.
\]
The four contributions give
\begin{align}
\Delta E_v&=\underbrace{0.6800}_{\text{average}}
\underbrace{{}-0.0603}_{\text{hydrostatic}}
\underbrace{{}+0.1739}_{\text{uniaxial}}
\underbrace{{}+0.0867}_{\text{spin-orbit}}\nonumber\\
&=0.8803\ \mathrm{eV}\approx0.88\ \mathrm{eV}.
\end{align}
The extra digits serve the arithmetic; they do not express the accuracy of the model.

The average and hydrostatic terms shift all Ge valence states equally, so their order cannot matter. Equation~\eqref{eq:hh} is a sum of a spin-orbit term and a strain term, so the order does not matter for the heavy hole either: Ge spin-orbit coupling adds 0.1000 eV whether it is switched on before or after strain. The separation is thus unique for this edge within the linear model.

The light hole behaves differently. Switched on first, spin-orbit coupling raises it by 0.1000 eV. Switched on after strain, it lowers the level from 0.1739 to 0.1169 eV, a shift of $-0.0570$ eV. The limits of Eq.~\eqref{eq:lh} explain the change of sign. For $|\delta|\ll\Delta$, the root is $\Delta+\delta/2$ to first order, and $E_+\simeq\Delta/3+\delta/2$. For $\delta<0$ and $|\delta|\gg\Delta$, the root is approximately $-3\delta/2-\Delta/3$, so
\[
E_+\simeq\frac{\delta}{4}-\frac{\Delta}{6}-\frac{3\delta}{4}-\frac{\Delta}{6}
=-\frac{\delta}{2}-\frac{\Delta}{3}.
\]
The spin-orbit term has changed from $+\Delta/3$ to $-\Delta/3$. In this second limit the heavy-light splitting is $2\Delta/3=0.20$ eV. The calculated splitting is 0.157 eV, whereas the weak-strain estimate $-\delta$ would give 0.348 eV. The example is therefore outside the weak-strain regime.

\subsection{How far the number can be trusted}

An error in the $E_{\mathrm{av}}$ difference, the largest term, passes into the offset one for one. That difference depends on which neutral atoms are superposed: in local-density atoms, changing the occupation from about $s^{1.45}p^{2.55}$ to $s^2p^2$ moves each mean electrostatic potential by about 0.5 eV and their difference by about 0.03 eV. At fixed strain, a 10\% change in $b$ moves the offset by 17 meV, and a 10\% change in $a_v$ moves it by 6 meV. Linearity in the strain is itself approximate at this misfit: a nearest-neighbour tight-binding model fitted to $b$ puts the second-order uniaxial term at roughly 10 meV. Heating by 100 K, with rough expansion coefficients of $3\times10^{-6}$ and $6\times10^{-6}$ K$^{-1}$ for Si and Ge, changes it by 0.8 meV through the misfit. Electron-phonon shifts of the edges are omitted, as is the direct effect of thermal expansion on the mean energies of the two unstrained crystals. The band gaps shrink by roughly 0.05 eV in Si and 0.08 eV in Ge between low and room temperature. These changes combine shifts of the conduction and valence edges, so they do not determine how the valence offset changes.

The interface dipole deserves more attention. A net sheet charge transferred across one plane spacing $a_{\rm Si}/4$ produces a step $V$ when the charge per interface atom, of area $a_{\rm Si}^2/2$, is
\[
q=\varepsilon_0\frac{V}{a_{\rm Si}/4}\,\frac{a_{\rm Si}^2}{2}
=2\varepsilon_0a_{\rm Si}V.
\]
For an assumed step of 0.1 V, $q=0.0060\,e$. Here $q$ is the net charge after screening. So small a transfer would alter the offset by more than any of the parameter changes above.

The lattice constants and the misfit of about 4\% are those of the real Si--Ge pair. At this misfit, coherent growth of pure Ge is limited to roughly a few monolayers; thicker films relax through islands or dislocations. Thick Ge layers in devices are thus largely relaxed, which breaks the assumption of coherence. Removing the strain in the model removes the hydrostatic and uniaxial terms and leaves $0.6800+0.0867=0.767$ eV, which is 0.11 eV below the coherent value. This estimate ignores charge at dislocations and any strain that remains in the relaxed layer.

\section{Variation 1: tension instead of compression}

\textbf{Question.} Reverse the signs of both Ge strains. Does the separation of the top level remain unique?

\textbf{Solution.} Now $\delta=+0.3478$ eV. The squared bracket in the comparison above is smaller than the radicand by $4\Delta\delta$, so $E_+$ lies above $E_{\rm hh}$. From Eq.~\eqref{eq:lh},
\[
E_+=0.08695-0.05000+0.34150=0.37845\ \mathrm{eV}.
\]
With strain alone the top state is $p_z$, at 0.3478 eV. Spin-orbit coupling added last contributes 0.0307 eV; added first, it contributes 0.1000 eV. The total is unique but the separation is not, and any quoted separation must name its order. The top state has $J_z=\pm1/2$. In a coherent film, such strain requires a substrate with a larger lattice constant than Ge, so this result is not an offset on Si.

\section{Variation 2: a four-monolayer film}

\textbf{Question.} Unstrained Si also covers the film, which is four monolayers thick. Estimate the highest heavy-hole level relative to the Si edge, using rough masses of $0.20\,m_0$ in Ge and $0.28\,m_0$ in Si.

\textbf{Solution.} Four monolayers span one strained lattice constant, $L=0.565(1.02926)=0.582$ nm. Let $E$ be the hole energy measured downward from the Ge edge. The well depth is $V_0=0.880$ eV. The lowest state is $\cos kz$ inside and decays as $e^{-\kappa|z|}$ outside, with
\[
k=\frac{\sqrt{2m_{\rm Ge}E}}{\hbar},\qquad
\kappa=\frac{\sqrt{2m_{\rm Si}(V_0-E)}}{\hbar}.
\]
Continuity of the wave function and of its derivative divided by the mass gives
\begin{equation}
\frac{k}{m_{\rm Ge}}\tan\frac{kL}{2}=\frac{\kappa}{m_{\rm Si}}.
\end{equation}
The solution is $E=0.605$ eV, and a finite-difference solution of the same well gives the same value. The level lies $0.880-0.605=0.275$ eV above the Si edge.

Bulk effective masses are only indicative at this thickness, and the width depends on where the interfaces are placed: a change of half a monolayer in $L$ moves the level by about 0.04 eV. The estimate nevertheless shows that confinement is comparable to the offset itself: 0.88 eV is a difference of bulk edges, not the energy of a hole in so thin a film.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Lattice constants Si, Ge: 0.543, 0.565 nm
Mean valence energies Si, Ge: -7.03, -6.35 eV
Spin-orbit splittings Si, Ge: 0.04, 0.30 eV
Ge av, b: 1.24, -2.55 eV
Ge C11, C12: 131.5, 49.4 GPa
In-plane strain: -3.894 %
Normal strain: 2.926 %
Strain trace: -4.862 %
Normal minus in-plane strain: 6.819 %
Uniaxial parameter delta: -0.3478 eV
Average-lineup contribution: 0.6800 eV
Hydrostatic contribution: -0.0603 eV
Uniaxial contribution: 0.1739 eV
Spin-orbit contribution: 0.0867 eV
Valence-band offset: 0.8803 eV = 880 meV
Offset without strain: 0.7667 eV
Strained Ge mean valence energy: -6.4103 eV
Si valence edge on model scale: -7.0167 eV
Ge heavy: from mean 0.2739, from Si edge 0.8803 eV
Ge light: from mean 0.1169, from Si edge 0.7233 eV
Ge split-off: from mean -0.3908, from Si edge 0.2156 eV
Heavy-light splitting: 0.1570 eV
Top Jz^2, compression: 2.25 hbar^2
Top Jz^2, tension: 0.25 hbar^2
Ge spin-orbit share, switched on first / last:
  heavy hole: 0.1000 / 0.1000 eV
  light hole: 0.1000 / -0.0570 eV
  tensile top: 0.1000 / 0.0307 eV
Toy lineup (001), (110): -0.672, -0.672 eV
Toy lineup from bulk formula: -0.672 eV
Second-order volume correction: -2.45 meV
Offset change for 10% in b: 17.4 meV
Offset change for 10% in av: 6.0 meV
Rough expansion Si, Ge: 3e-06, 6e-06 /K
Misfit effect of 100 K heating: 0.84 meV
Rough gap shrinkage Si, Ge: 0.05, 0.08 eV
Difference in gap shrinkage: 0.03 eV
Assumed dipole step: 0.1 eV
Charge for that step: 0.0060 e per interface atom
Film: 4 monolayers, 0.582 nm
Rough hole masses Ge, Si: 0.20, 0.28 m0
Heavy-hole confinement energy: 0.605 eV
Same by finite differences: 0.605 eV
Confined level above Si edge: 0.275 eV
\end{verbatim}
